# Kondo temperature of a quantum dot from poor man's scaling

## 1. A small change of contact, a large change of temperature

A quantum dot has charging energy $U=2.00$ meV, and its level lies $1.00$ meV below the Fermi energy of two metallic contacts. Tunnelling into the contacts gives the level a bare width (defined in section 2) of $0.50$ meV. A numerical renormalization-group calculation for this model gives a Kondo temperature of $0.124$ K. If the width is reduced to $0.40$ meV and all else is held fixed, the Kondo temperature drops to $0.049$ K. A 20% reduction of the coupling has removed about 60% of the Kondo temperature.

The reason is that the total width $\Gamma$ enters as $\exp(-\text{const}/\Gamma)$. The Kondo temperature is thus exponential in the inverse of the coupling, not in the coupling itself. One-loop scaling gives this exponent. It does not give the prefactor, which also depends on $\Gamma$, though much more weakly.

## 2. The model and its conventions

The dot has one orbital with energy $\varepsilon_d<0$, measured from the Fermi energy, and $\varepsilon_d+U>0$. One electron therefore occupies it when the coupling is weak. With contacts $\alpha=L,R$,

$$H=\sum_{\alpha k\sigma}\varepsilon_k c^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}+\varepsilon_d n_d+Un_{d\uparrow}n_{d\downarrow}+\sum_{\alpha k\sigma}\left(V_\alpha c^\dagger_{\alpha k\sigma}d_\sigma+\text{h.c.}\right).$$

The contacts are normal metals in equilibrium with each other, with flat bands and the same density of states $\rho$ per spin. There is no magnetic field. By the golden rule an electron leaves the dot for contact $\alpha$ at the rate $\Gamma_\alpha/\hbar$ if the contact states at its energy are empty, where

$$\Gamma_\alpha=2\pi\rho|V_\alpha|^2,\qquad \Gamma=\Gamma_L+\Gamma_R .$$

This $\Gamma$ is the full width the level would have without interaction, $U=0$. With interaction the spectral peak at $\varepsilon_d<0$ is about twice as wide, because the emptied dot can be refilled by an electron of either spin.

The two contacts act as one. Define

$$V=\sqrt{|V_L|^2+|V_R|^2},\qquad c^\dagger_{k\sigma}=\frac{V_Lc^\dagger_{Lk\sigma}+V_Rc^\dagger_{Rk\sigma}}{V}.$$

The anticommutator $\{c_{k\sigma},c^\dagger_{k\sigma}\}=(|V_L|^2+|V_R|^2)/V^2=1$ shows that this is a proper electron operator. The tunnelling term becomes $V\sum_{k\sigma}(c^\dagger_{k\sigma}d_\sigma+\text{h.c.})$, and the orthogonal combination is decoupled from the dot. Hence $\Gamma=2\pi\rho V^2$. In this model the Kondo temperature depends on the sum of the two widths and not on how the sum is divided.

## 3. From tunnelling to exchange

For $\Gamma\ll|\varepsilon_d|,\ \varepsilon_d+U$, the empty and doubly occupied dot appear only as virtual states at leading order. Let $c_\sigma=\sum_kc_{k\sigma}$, and consider contact electrons whose energies are small compared with the two charge-excitation energies. Second-order perturbation theory gives two terms.

If the dot is emptied first, the cost is $-\varepsilon_d=|\varepsilon_d|$:

$$H_0=-\frac{V^2}{|\varepsilon_d|}\sum_{\sigma\sigma'}d^\dagger_{\sigma'}c_{\sigma'}c^\dagger_\sigma d_\sigma .$$

If it is filled first, the cost is $\varepsilon_d+U$:

$$H_2=-\frac{V^2}{\varepsilon_d+U}\sum_{\sigma\sigma'}c^\dagger_\sigma d_\sigma d^\dagger_{\sigma'}c_{\sigma'} .$$

Moving one operator past two others costs no sign, while exchanging an operator with its conjugate partner does:

$$d^\dagger_{\sigma'}c_{\sigma'}c^\dagger_\sigma d_\sigma=d^\dagger_{\sigma'}d_\sigma\left(\{c_{\sigma'},c^\dagger_\sigma\}-c^\dagger_\sigma c_{\sigma'}\right),$$
$$c^\dagger_\sigma d_\sigma d^\dagger_{\sigma'}c_{\sigma'}=\left(\delta_{\sigma\sigma'}-d^\dagger_{\sigma'}d_\sigma\right)c^\dagger_\sigma c_{\sigma'} .$$

The anticommutator in the first line gives a constant, because $n_d=1$. Both terms contain $X=\sum_{\sigma\sigma'}d^\dagger_{\sigma'}d_\sigma c^\dagger_\sigma c_{\sigma'}$ with a positive coefficient. With $n_c=\sum_\sigma c^\dagger_\sigma c_\sigma$, and up to that constant,

$$H_0+H_2=V^2\left(\frac1{|\varepsilon_d|}+\frac1{\varepsilon_d+U}\right)X-\frac{V^2}{\varepsilon_d+U}n_c .$$

Define the spins $\mathbf S=\tfrac12d^\dagger\boldsymbol\sigma d$ and $\mathbf s=\tfrac12c^\dagger\boldsymbol\sigma c$. The Pauli-matrix identity

$$\sum_a\sigma^a_{\mu\nu}\sigma^a_{\kappa\lambda}=2\delta_{\mu\lambda}\delta_{\nu\kappa}-\delta_{\mu\nu}\delta_{\kappa\lambda}$$

gives $4\,\mathbf S\cdot\mathbf s=2X-n_c$, so $X=2\,\mathbf S\cdot\mathbf s+\tfrac12n_c$. Therefore

$$H_{\rm eff}=J\,\mathbf S\cdot\mathbf s+Wn_c,$$
$$J=2V^2\left(\frac1{|\varepsilon_d|}+\frac1{\varepsilon_d+U}\right),\qquad W=\frac{V^2}{2}\left(\frac1{|\varepsilon_d|}-\frac1{\varepsilon_d+U}\right).$$

The exchange is antiferromagnetic, $J>0$. An antiparallel pair can use the virtual charge states, while the Pauli principle blocks a parallel pair. The potential scattering $W$ vanishes at the symmetric point $\varepsilon_d=-U/2$, which the example uses.

Since $|\varepsilon_d|+(\varepsilon_d+U)=U$, the two fractions in $J$ add to $U/[|\varepsilon_d|(\varepsilon_d+U)]$. With $2\rho V^2=\Gamma/\pi$, the dimensionless exchange is

$$g_0=\rho J=\frac{\Gamma U}{\pi|\varepsilon_d|(\varepsilon_d+U)} .$$

The formula for $J$ was tested on a dot coupled to a single contact orbital at the Fermi energy, with $\varepsilon_d=-0.3U$ and $V=0.005U$. The singlet-triplet splitting found by diagonalization is $0.9993$ times the formula.

## 4. Removing a shell of contact states

Keep contact states with energies between $-D$ and $D$, and start at a cutoff $D_0$ of the order of the charge-excitation energies. Above that scale the charge of the dot fluctuates and $J\,\mathbf S\cdot\mathbf s$ is not the right Hamiltonian.

Now lower the cutoff by a small amount $|\delta D|$. The states removed at the top are empty, and those at the bottom are filled. Their virtual use has to be put into a new $J$. Write $\tau^a=\sigma^a/2$, sum over repeated indices, and neglect the energies of the remaining electrons beside $D$.

**Particle process.** An electron goes from $k$ to an empty shell state $q$, then on to $k'$. Per shell state this gives

$$-\frac{J^2}{D}\,S^aS^b\;c^\dagger_{k'}\tau^a\tau^bc_k .$$

**Hole process.** An electron from a filled shell state $q$ goes first to $k'$, and the electron in $k$ then refills $q$. The operator product is

$$(c^\dagger_q\tau^ac_k)(c^\dagger_{k'}\tau^bc_q)\;\to\;\text{const}-c^\dagger_{k'}\tau^b\tau^ac_k .$$

The minus sign comes from exchanging $c_k$ with $c^\dagger_{k'}$. The matrices appear in reversed order because the electron that ends in $k'$ moved first. With the factor $-J^2/D$ from perturbation theory, the result is

$$+\frac{J^2}{D}\,S^aS^b\;c^\dagger_{k'}\tau^b\tau^ac_k .$$

For spin one-half,

$$S^aS^b=\tfrac14\delta_{ab}+\tfrac i2\epsilon_{abc}S^c,\qquad \tau^a\tau^b=\tfrac14\delta_{ab}+\tfrac i2\epsilon_{abd}\tau^d .$$

In the product the mixed terms vanish, because $\delta_{ab}\epsilon_{abc}=0$. Using $\epsilon_{abc}\epsilon_{abd}=2\delta_{cd}$,

$$S^aS^b\tau^a\tau^b=\tfrac3{16}-\tfrac12\mathbf S\cdot\boldsymbol\tau,\qquad S^aS^b\tau^b\tau^a=\tfrac3{16}+\tfrac12\mathbf S\cdot\boldsymbol\tau .$$

Each process thus adds $+J^2/(2D)$ to the coefficient of $\mathbf S\cdot\mathbf s$, and the spin-independent parts $\mp3J^2/(16D)$ cancel. If the components of $\mathbf S$ commuted, $S^aS^b$ would be symmetric in $a,b$, and the sum of the two processes, proportional to $S^aS^b[\tau^b,\tau^a]$, would vanish. The growth of the coupling therefore rests on the quantum nature of the dot spin.

This step was tested by diagonalizing a spin coupled to three levels at $-E,0,+E$, with $J/E=10^{-3}$. One particle state and one hole state should raise the singlet-triplet splitting from $J$ to $J+J^2/E$. The computed increase is $1.0000$ times $J^2/E$.

## 5. The flow and the scale it generates

There are $\rho|\delta D|$ states per spin at each edge. Adding the two edges,

$$\delta J=2\,\rho|\delta D|\,\frac{J^2}{2D}=\rho J^2\frac{|\delta D|}{D}.$$

The cutoff decreases, $dD=-|\delta D|$, so with $g=\rho J$

$$\frac{dg}{d\ln D}=-g^2 .$$

Processes with two shell states are of second order in $|\delta D|$ or give a constant at this order in $J$. Terms of order $g^3$ are dropped, which defines the one-loop approximation.

Dividing by $-g^2$ gives $d(1/g)/d\ln D=1$, and hence

$$\frac1{g(D)}=\frac1{g_0}-\ln\frac{D_0}{D}.$$

As the cutoff falls, $1/g$ decreases steadily and would reach zero at the energy

$$k_BT_1=D_0\,e^{-1/g_0}=D_0\exp\left[-\frac{\pi|\varepsilon_d|(\varepsilon_d+U)}{\Gamma U}\right].$$

I call $T_1$ the one-loop Kondo temperature, to keep it apart from the numerical $T_K$ below. The solution can be rewritten as

$$g(D)=\frac1{\ln(D/k_BT_1)} .$$

The starting values $D_0$ and $g_0$ have merged into the single scale $T_1$: any point on the same flow line gives the same $D\,e^{-1/g(D)}$.

The divergence is not a phase transition. The equation was derived for $g\ll1$ and has lost its justification when $g$ is of order one, at

$$D_1=D_0\,e^{1-1/g_0}.$$

What the flow establishes is that weak coupling fails near this energy. That the dot spin is screened below it has to come from a method that does not expand in $g$.

Temperature also stops the flow. At $k_BT$ well above $k_BT_1$ but below $D_0$, contact electrons have energies of order $k_BT$. Setting $D\approx k_BT$ gives the one-loop estimate $1/\ln(T/T_1)$ for the effective coupling. It ignores higher orders and a numerical factor between $D$ and $k_BT$, so it becomes accurate only slowly as the logarithm grows. In that range the coupling decreases slowly on heating. It is small only where $\ln(T/T_1)$ is large, and since $\ln(D_0/k_BT_1)=1/g_0$ such a range exists only for small $g_0$. A Zeeman energy above $k_BT_1$ likewise sets a lower limit for the flow. A bias voltage acts differently: below it, the coupling at the Fermi level of contact $\alpha$ keeps growing with weight $\Gamma_\alpha/\Gamma$, until the spin relaxation caused by the current stops it. If one contact is much weaker than the other, the bias hardly affects the screening by the stronger one.

## 6. How the scale depends on the contacts and the gate

At fixed $U$, $\varepsilon_d$ and $D_0$, the logarithm of $T_1$ is a straight line against $1/\Gamma$, with slope $-\pi|\varepsilon_d|(\varepsilon_d+U)/U$. At the symmetric point

$$\frac1{g_0}=\frac{\pi U}{4\Gamma},\qquad \frac{d\ln T_1}{d\ln\Gamma}=\frac1{g_0}.$$

For a small change of the width, the relative change of the one-loop Kondo temperature is the relative change of the width multiplied by $1/g_0$. The weaker the contact, the more sensitive the result.

As $\Gamma\to0^+$, $e^{-A/\Gamma}$ with $A>0$ vanishes faster than any power of $\Gamma$, so its power series about zero has no nonzero term. No finite order of perturbation theory in the tunnelling can produce this scale. Scaling finds it because it sums the repeated logarithms:

$$g(D)=g_0+g_0^2\ln\frac{D_0}{D}+g_0^3\ln^2\frac{D_0}{D}+\dots$$

For the gate dependence put $\varepsilon_d=-U/2+x$. Then $|\varepsilon_d|(\varepsilon_d+U)=U^2/4-x^2$, and

$$\frac1{g_0}=\frac{\pi}{\Gamma U}\left(\frac{U^2}{4}-x^2\right).$$

At fixed $\Gamma$ the exponential factor is smallest in the middle of the Coulomb valley and grows towards its edges. The formula fails near the edges, where $|\varepsilon_d|$ or $\varepsilon_d+U$ becomes comparable with $\Gamma$ and the dot no longer holds a well-defined spin.

## 7. The example in numbers

Take $\Gamma_L=0.30$ meV and $\Gamma_R=0.20$ meV, so $\Gamma=0.50$ meV. With $U=2.00$ meV and $\varepsilon_d=-1.00$ meV,

$$\frac1{g_0}=\frac{\pi\times1.00\times1.00}{0.50\times2.00}=3.142,\qquad g_0=0.318 .$$

Both charge excitations cost $U/2$, so I choose $D_0=U/2=1.00$ meV. The coupling reaches one at $D_1=1.00\,e^{1-3.142}=0.117$ meV. The one-loop scale is

$$k_BT_1=1.00\,e^{-3.142}=0.0432\ \text{meV},\qquad T_1=0.50\ \text{K}.$$

For $\Gamma=0.40$ meV the inverse coupling is $3.927$. One loop then predicts that the Kondo temperature falls by the factor $e^{-(3.927-3.142)}=0.456$, whatever $D_0$ is, as long as it is held fixed. The numerical calculation gives $0.395$. The exponent accounts for most of the drop, and the rest belongs to the prefactor.

## 8. What one loop leaves out

The numerical renormalization group starts from the model of section 2 and uses neither $J$ nor the flow equation. It replaces the band by levels spaced logarithmically around the Fermi energy, maps them onto a chain attached to the dot, and diagonalizes the chain site by site, keeping the lowest many-body states. Its errors come mainly from the discrete band, the discarded states and the finite length of the chain used at each temperature. For a dot with $U=0$, which can be solved without discarding states, the largest error in $\langle S_z^2\rangle$ was $7\times10^{-5}$. Both calculations used the same finite, discrete chain, so this measures only the effect of discarding states.

The Kondo temperature is read from the dot's contribution to the spin susceptibility,

$$\frac{k_BT\chi_{\rm imp}}{(g_e\mu_B)^2}=\langle S_z^2\rangle_{\text{with dot}}-\langle S_z^2\rangle_{\text{contacts alone}},$$

where $g_e$ is the electron $g$ factor. This is $1/4$ for a free spin and $0$ for a screened one. $T_K$ is defined as the temperature where it has fallen to $0.07$. Another criterion would multiply $T_K$ by a number of order one.

At the symmetric point the results are:

| $U/\Gamma$ | $1/g_0$ | $k_BT_1/U$ | $k_BT_K/U$ | $T_K/T_1$ | $T_K/(T_1\sqrt{g_0})$ |
|---|---|---|---|---|---|
| 4 | 3.14 | $2.16\times10^{-2}$ | $5.32\times10^{-3}$ | 0.246 | 0.437 |
| 8 | 6.28 | $9.34\times10^{-4}$ | $1.48\times10^{-4}$ | 0.159 | 0.398 |
| 12 | 9.42 | $4.04\times10^{-5}$ | $5.07\times10^{-6}$ | 0.126 | 0.386 |
| 20 | 15.71 | $7.54\times10^{-8}$ | $7.13\times10^{-9}$ | 0.095 | 0.375 |

From the first row to the last, $T_K$ falls by nearly six powers of ten, while its ratio to $T_1$ changes by a factor of 2.6. The exponential carries almost the whole variation. The absolute value is less well served: in the example $T_K=0.124$ K, a quarter of $T_1$. Part of that factor reflects the choice of $D_0$ and the criterion for $T_K$.

These choices cannot explain why the ratio drifts with $\Gamma$. The last column shows that $\sqrt{g_0}$ removes most of the drift, which suggests, for the symmetric point,

$$k_BT_K\approx\text{const}\times D_0\sqrt{g_0}\,e^{-1/g_0}.$$

Here the square root is a numerical finding, since the one-loop equation does not contain it.

The slope $-d\ln T_K/d(1/g_0)$ is a sharper comparison. One loop predicts $1$. The numerical slope is $1.18$ between $U/\Gamma=4$ and $5$, and $1.04$ between $16$ and $20$. A factor $\sqrt{g_0}$ would make it $1+g_0/2$, which tends to one as the coupling weakens. Between $U/\Gamma=8$ and $20$ the slope is $1.055$, and $1.006$ after $\sqrt{g_0}$ is divided out.

Away from the symmetric point, at $\varepsilon_d=-U/4$, the slope between $U/\Gamma=16$ and $24$ is $1.05$. The exponent therefore also holds there, with potential scattering present.

These runs used a half-bandwidth of $20U$. Tripling it at $U/\Gamma=4$ changed $T_K$ by 0.4%. This supports starting the flow at the charging scale of the dot rather than at the band edge of the metal.

## 9. The model beside a real device

The parameters are rough typical values for a small dot in an InAs nanowire with metal contacts, where charging energies are a few meV and gates can tune the widths over fractions of a meV. The ratio $\Gamma/|\varepsilon_d|=0.5$ lies at the edge of the assumed regime. The prefactor then takes a visible share in the change of $T_K$ with $\Gamma$: the slope found in section 8 is $1.18$ here, against $1.04$ at the weakest couplings. A 20% error in $\Gamma$ alone, from $0.50$ to $0.40$ meV, moves $T_K$ by the factor $0.395$, so a predicted Kondo temperature is no better than the value of $\Gamma$ behind it, and $\Gamma$ is not simply the width of a measured peak of the interacting dot.

**Temperature and field.** A rough electron temperature of $0.05$ K is $0.40\,T_K$, so the example would not be far below the crossover. This ratio refers to the susceptibility criterion of section 8; a Kondo temperature read from the fall of the conductance is higher, and the ratio correspondingly smaller. With a rough $g_e=8$, the Zeeman energy equals $k_BT_K$ at $23$ mT. The assumption of zero field is therefore easily broken.

**Superconducting contacts.** The derivation needs contact states down to energies of order $k_BT_K$. Aluminium with a rough transition temperature of $1.2$ K has, in weak-coupling theory, a gap $\Delta=0.182$ meV, which is $17$ times the numerical $k_BT_K$. If the flow is stopped at $D\approx\Delta$, as an estimate,

$$\frac1{g(\Delta)}=3.142-\ln\frac{1.00}{0.182}=1.44,\qquad g(\Delta)\approx0.7 .$$

The coupling has grown but has not reached one, and the low-energy electrons needed for the rest of the flow are missing. The formula for $T_K$ then describes the same device with its contacts in the normal state. If a magnetic field is used to make them normal, its Zeeman energy on the dot must be compared with $k_BT_K$.

**A second orbital.** Suppose another orbital lies $1.5$ meV higher, couples equally to the same contact combination, and has a ferromagnetic Hund exchange $J_H=0.2$ meV with the first. An electron can visit it at a cost $E=U/2+1.5=2.5$ meV, lowered by $J_H/4$ for parallel spins and raised by $3J_H/4$ for antiparallel ones. At second order in $V$ this changes the exchange by

$$\delta J=V^2\left(\frac1{E+3J_H/4}-\frac1{E-J_H/4}\right)\approx-\frac{V^2J_H}{E^2}=-0.032\,V^2,$$

with $V$ in meV and $J=8V^2/U=4V^2$ in the same units. The reduction is $0.8\%$. Diagonalization of the two-orbital dot with one contact orbital gives $J$ multiplied by $0.992$, which by itself would lower the one-loop Kondo temperature by $2.4\%$.

This is not the whole effect. At the next order in the exchange, a contact electron can scatter while the dot electron is lifted into the second orbital, and a second scattering can bring the dot electron back. The lift costs $1.5$ meV, which is comparable with $D_0$, and the process does not need $J_H$. It strengthens the exchange and can outweigh the $0.8\%$ reduction. The sign and size of the change in $T_K$ therefore have to come from a calculation that keeps both orbitals and the full band. Any coupling of the second orbital to the other contact combination is also omitted here.

The numerical output below lists the remaining values.

## Numbers as computed

```
TESTS
exchange J, cluster / formula (e_d=-0.3U): 0.99934
shell term, cluster / (J^2/E): 1.0000
NRG at U=0, largest error of <Sz^2>: 7.3e-05
SYMMETRIC DOT: kT_K in units of U
U/Gamma   1/g0   one-loop    NRG      NRG/loop  NRG/(loop*sqrt(g0))
    4    3.142  2.161e-02  5.321e-03  0.2462    0.4365
    5    3.927  9.851e-03  2.101e-03  0.2133    0.4227
    8    6.283  9.337e-04  1.483e-04  0.1588    0.3981
   12    9.425  4.035e-05  5.069e-06  0.1256    0.3856
   16   12.566  1.744e-06  1.866e-07  0.1070    0.3793
   20   15.708  7.535e-08  7.133e-09  0.0947    0.3752
SLOPE -d ln(T_K)/d(1/g0) from NRG (one loop predicts 1)
U/Gamma 4 to 5: 1.183
U/Gamma 16 to 20: 1.039
U/Gamma 8 to 20: 1.055
U/Gamma 8 to 20, sqrt(g0) divided out: 1.006
e_d=-U/4, U/Gamma 16 to 24: 1.047
T_K ratio, half-band 60U to 20U: 1.004
WORKED EXAMPLE
U = 2.00 meV, e_d = -1.00 meV, D0 = 1.00 meV
Gamma_L, Gamma_R, Gamma = 0.30, 0.20, 0.50 meV
g0 = 0.3183, 1/g0 = 3.1416
cutoff where g = 1: 0.1175 meV
one-loop kT_K = 0.04321 meV, T_K = 0.501 K
NRG kT_K = 0.01064 meV, T_K = 0.1235 K
Gamma lowered to 0.40 meV: NRG T_K = 0.0488 K
T_K factor for that change: one-loop 0.456, NRG 0.395
NEGLECTED EFFECTS (rough device values)
electron temperature 0.05 K, over NRG T_K: 0.40
field with Zeeman energy kT_K at g_e=8: 23.0 mT
Al gap for Tc=1.2 K: 0.182 meV, over NRG kT_K: 17.1
second orbital: spacing 1.5 meV, Hund exchange 0.2 meV
  J changes by factor 0.9923, one-loop T_K by 0.9760
```
